# Ionic dielectric susceptibility from polarization fluctuations at zero macroscopic field, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one mode to the covariance tensor

For a periodic cell of fixed shape and volume $V$, with classical nuclei at temperature $T$ and the macroscopic electric field held at zero, the ionic static susceptibility is

$$
\chi^{\rm ion}_{ab}=\frac{V}{\varepsilon_0k_BT}\Big[\langle P^0_aP^0_b\rangle-\langle P^0_a\rangle\langle P^0_b\rangle\Big].
\tag{1}
$$

Here $P^0_a$ is a Cartesian component of the cell polarization for given nuclear positions, with the electrons in their ground state at zero field. The brackets are thermal averages at zero field. Susceptibility is defined by $\partial\langle P_a\rangle/\partial E_b=\varepsilon_0\chi_{ab}$, where $\mathbf E$ is the macroscopic field inside the material.

In atomic units $4\pi\varepsilon_0=1$, so the prefactor is $4\pi V/(k_BT)$. I keep the symbol $\varepsilon_0$ in the algebra, so that factors can be traced, and use $\beta=1/(k_BT)$. Numbers are in electronvolts, angstroms and elementary charges, for which $\varepsilon_0=0.0055263\ e/(\mathrm{V\,Å})$.

### The simplest case: one spring

Take one polar coordinate $u$ with stiffness $K$ and charge $q$. The polarization is $P^0=qu/V$, and the electrons do not respond separately. A fixed field $E$ adds $-VEP^0=-qEu$ to the energy:

$$
F(u,E)=\tfrac12Ku^2-qEu .
$$

The mechanical route to the response sets $\partial F/\partial u=0$, which gives $u=qE/K$. Then $P=q^2E/(VK)$, and division by $\varepsilon_0E$ yields

$$
\chi=\frac{q^2}{\varepsilon_0VK}.
\tag{2}
$$

The thermal route never applies a field. At $E=0$ the coordinate has a Gaussian distribution with zero mean and $\langle u^2\rangle=k_BT/K$. Equation (1) gives

$$
\frac{V}{\varepsilon_0k_BT}\,\frac{q^2}{V^2}\,\frac{k_BT}{K}=\frac{q^2}{\varepsilon_0VK},
$$

the same result. A soft spring moves far under a field and also fluctuates widely. The fluctuation grows in proportion to $T$, and the factor $1/T$ removes that growth.

For $q=6\,e$, $K=12\ \mathrm{eV/Å^2}$ and $V=120\ \mathrm{Å^3}$, equation (2) gives $36/(0.0055263\times120\times12)=4.52$. These are round model parameters, as are all others below.

### What conducting boundaries fix

Let short-circuited electrodes bound the sample. There is no potential drop between them, so the macroscopic field vanishes whatever the polarization does. When $P$ fluctuates, charge flows through the circuit and cancels the field that the surface charge would otherwise create. In a periodic simulation this corresponds to a lattice sum without a surface term. A battery in the circuit would hold $\mathbf E$ at another fixed value.

I now let the electrons respond. At fixed nuclei $R$, let $U(R)$ be the ground-state energy at $\mathbf E=0$, and let $\mathbf P^e$ be the extra polarization that a field induces in the electrons. To second order its energy cost is a quadratic form whose inverse stiffness defines the electronic susceptibility $\chi^e(R)$, a symmetric positive tensor. The battery does work $V\mathbf E\cdot d\mathbf P$ when the polarization changes at fixed $\mathbf E$. The function to be minimized over the electrons is therefore

$$
W=U+\frac{V}{2\varepsilon_0}\,\mathbf P^e\cdot(\chi^e)^{-1}\mathbf P^e-V\mathbf E\cdot(\mathbf P^0+\mathbf P^e).
$$

The vacuum-field term depends on $\mathbf E$ and not on $R$ or $\mathbf P^e$, so it has been dropped. Stationarity requires $(\chi^e)^{-1}\mathbf P^e/\varepsilon_0=\mathbf E$, that is, $\mathbf P^e=\varepsilon_0\chi^e\mathbf E$. On substitution the quadratic cost is $+\frac12\varepsilon_0V\,\mathbf E\cdot\chi^e\mathbf E$ and the work term contributes $-\varepsilon_0V\,\mathbf E\cdot\chi^e\mathbf E$. Their sum leaves

$$
F(R,\mathbf E)=U-V\mathbf E\cdot\mathbf P^0-\tfrac12\varepsilon_0V\,\mathbf E\cdot\chi^e\mathbf E .
\tag{3}
$$

Its derivative returns the total polarization,

$$
-\frac1V\frac{\partial F}{\partial E_a}=P^0_a+\varepsilon_0\sum_b\chi^e_{ab}E_b=P_a .
\tag{4}
$$

The word "ionic" needs care. $\mathbf P^0(R)$ already contains the electrons that follow the nuclei. The ionic susceptibility is the total minus the average response of the electrons at fixed nuclei.

In a periodic crystal $\mathbf P^0$ is defined up to a polarization quantum, $e$ times a lattice vector divided by $V$. One continuous branch must be followed along the motion. A constant offset between branches cancels in (1), but a jump from one branch to another during the average does not.

### The general derivation

For classical nuclei the kinetic energy does not depend on position or field, so the momentum integrals cancel from every average. What remains is

$$
\langle A\rangle_{\mathbf E}=\frac{\int A\,e^{-\beta F}dR}{Z},\qquad Z=\int e^{-\beta F}dR .
$$

Differentiate $\langle P_a\rangle_{\mathbf E}$ with respect to $E_b$. The field enters in three places: in $P_a$ itself, in the weight of the numerator and in $Z$. By (4), $\partial e^{-\beta F}/\partial E_b=\beta VP_b\,e^{-\beta F}$, and hence $\partial Z/\partial E_b=\beta VZ\langle P_b\rangle$. The quotient rule gives

$$
\frac{\partial\langle P_a\rangle}{\partial E_b}
=\Big\langle\frac{\partial P_a}{\partial E_b}\Big\rangle
+\beta V\langle P_aP_b\rangle-\beta V\langle P_a\rangle\langle P_b\rangle .
$$

The subtraction of the means comes from the normalization $Z$. From (4), the first term is $\varepsilon_0\langle\chi^e_{ab}\rangle$. At $\mathbf E=0$ the polarization in the other two terms is $\mathbf P^0$. Dividing by $\varepsilon_0$,

$$
\chi_{ab}=\langle\chi^e_{ab}\rangle+\frac{\beta V}{\varepsilon_0}\,\mathrm{Cov}(P^0_a,P^0_b).
\tag{5}
$$

The second term is equation (1). Neither a harmonic energy nor a polarization linear in the displacements was assumed.

The ionic tensor is symmetric because a covariance is. For any real vector $\mathbf c$,

$$
\mathbf c\cdot\chi^{\rm ion}\mathbf c=\frac{V}{\varepsilon_0k_BT}\,\mathrm{Var}(\mathbf c\cdot\mathbf P^0)\ge0,
$$

so it has no negative eigenvalue.

The cell is clamped: if its shape could change with the field, a piezoelectric contribution would be added. The average may also be limited to any region of nuclear positions that does not depend on $\mathbf E$, because the integration limits then contribute nothing to the derivative. This permits an average over one well of a ferroelectric.

### A ferroelectric cell with three coordinates

A model with low symmetry tests the tensor form. The polar coordinates are $\mathbf u=(x,y,z)$ in angstroms, and the energy in eV is

$$
\begin{aligned}
U={}&2.5x^2+3y^2+xy+xz\\
&-4z^2+20z^4+10(x^2+y^2)z^2 .
\end{aligned}
$$

It satisfies $U(-\mathbf u)=U(\mathbf u)$ and has two equivalent wells. The polarization and electronic susceptibility are

$$
\mathbf P^0=\frac{B\mathbf u-2\mathbf u|\mathbf u|^2}{V},\qquad
\chi^e_{ab}=4\delta_{ab}+2u_au_b,
$$

$$
B=\begin{pmatrix}5&0.3&0\\0.2&5&0\\0&0.4&6\end{pmatrix}e,
$$

with $V=120\ \mathrm{Å^3}$. The coefficients carry the units that make each expression consistent.

Any path between the wells crosses the plane $z=0$. There the energy is $2.5x^2+3y^2+xy$, which is smallest at the origin. The barrier is therefore the energy of the origin above the minimum, 0.207 eV, or eight times $k_BT=0.02585$ eV at 300 K. I average over $z>0$ by quadrature. At 300 K the rare configurations near this plane contribute a few per cent of $\chi^{\rm ion}_{zz}$, so the one-well value depends slightly on where the well is cut.

The mean polarization along $z$ is $0.01478\ e/\mathrm{Å^2}$, or $23.7\ \mathrm{\mu C/cm^2}$. The variance of $P^0_z$ is $4.05\times10^{-6}\ e^2/\mathrm{Å^4}$, so

$$
\chi^{\rm ion}_{zz}=\frac{120\times4.05\times10^{-6}}{0.0055263\times0.025852}=3.40 .
$$

Evaluation in atomic units, with prefactor $4\pi V/(k_BT)$, gives the same number. The whole ionic tensor is

$$
\chi^{\rm ion}=\begin{pmatrix}5.03&-0.15&-0.16\\-0.15&4.41&0.35\\-0.16&0.35&3.40\end{pmatrix}.
$$

The independent test applies small fields of both signs, recomputes the mean total polarization and takes the difference. This gives a total $\chi_{zz}=7.593$. The zero-field averages give $4.192+3.402$, which agrees within rounding. All nine components pass this test, including those between different axes. The relative permittivity along $z$ is $1+7.59=8.59$.

The size of a small field can be estimated from the weight. The standard deviation of the cell dipole along $z$ is $120\sqrt{4.05\times10^{-6}}=0.24\ e\,\mathrm{Å}$. A field changes the exponent by an amount comparable with one when $E\approx0.02585/0.24\approx0.11$ V/Å. The linear formula needs fields well below that value in this cell. The distribution within one well is skewed, so the departure from linearity starts at first order in the field: the change of polarization divided by $\varepsilon_0E$ differs from 7.59 by about 1.5% at 0.01 V/Å, and by 5% or 11%, depending on the sign of the field, at 0.05 V/Å. The scale 0.11 V/Å is 11 MV/cm, above the breakdown field of most oxide films, so it is a property of the model cell and not an operating limit.

### The cold limit

Near a minimum $\mathbf u_0$ write $\mathbf u=\mathbf u_0+\mathbf s$. Let $K_{ij}$ be the matrix of second derivatives of $U$, and define the dynamical charges $Z^*_{ai}=V\,\partial P^0_a/\partial u_i$, both taken at $\mathbf u_0$. To leading order the weight is Gaussian. The integral of a total derivative vanishes:

$$
0=\int\frac{\partial}{\partial s_i}\Big(s_j\,e^{-\beta\mathbf s\cdot K\mathbf s/2}\Big)d\mathbf s .
$$

Carrying out the derivative and dividing by the normalization gives $\delta_{ij}=\beta\sum_kK_{ik}\langle s_ks_j\rangle$. Hence $\langle s_is_j\rangle=k_BT(K^{-1})_{ij}$. With $\delta P^0_a=\sum_iZ^*_{ai}s_i/V$, equation (1) becomes

$$
\chi^{\rm ion}\to\frac{1}{\varepsilon_0V}\,Z^*K^{-1}Z^{*T}.
\tag{6}
$$

This is the harmonic lattice formula and the tensor form of (2).

The first thermal correction follows from scaling. Put $\mathbf s=\sqrt{k_BT}\,\mathbf y$. Cubic terms in $U$ and quadratic terms in $\mathbf P^0$ then enter the covariance, divided by $k_BT$, at order $\sqrt{k_BT}$. They multiply odd polynomials in $\mathbf y$, whose Gaussian averages vanish. The next order is $k_BT$, so the correction starts linearly in $T$.

In the model, (6) gives $\chi^{\rm ion}_{zz}=2.707$. The quadrature exceeds it by 0.0057 at 4 K and by twice that amount, to within 1%, at 8 K, which is the predicted doubling. At 100, 200 and 300 K the values are 2.86, 3.08 and 3.40. The harmonic formula at the minimum therefore misses about a fifth of the classical 300 K value. The low-temperature slope, $0.0057/4$ per kelvin, would give only about 3.1 at 300 K. Higher orders matter there, and so do the rare configurations near the plane $z=0$, which an expansion about the minimum does not describe.

## Part 2. Size, boundaries, wells, quantum nuclei and learned potentials

The symbols carried over are the cell volume $V$, $\beta=1/(k_BT)$, the zero-field polarization $\mathbf P^0$ for given nuclei, and the electronic susceptibility $\chi^e$. For a clamped cell with classical nuclei at zero macroscopic field,

$$
\chi_{ab}=\langle\chi^e_{ab}\rangle+\chi^{\rm ion}_{ab},\qquad
\chi^{\rm ion}_{ab}=\frac{\beta V}{\varepsilon_0}\mathrm{Cov}(P^0_a,P^0_b).
$$

A single spring of stiffness $K$ and charge $q$ has $\chi^{\rm ion}=q^2/(\varepsilon_0VK)$. With $q=6\,e$, $K=12\ \mathrm{eV/Å^2}$ and $V=120\ \mathrm{Å^3}$ this is 4.52. The ferroelectric model with three coordinates has $\chi^{\rm ion}_{zz}=3.40$ in one well at 300 K, where $k_BT=0.02585$ eV.

### From one cell to many

Divide a supercell into $N$ equivalent cells of volume $v$, so that $V=Nv$. If cell $i$ has dipole $p_i$ along the chosen axis, then $P^0=\sum_ip_i/V$ and

$$
V\,\mathrm{Var}(P^0)=\frac1V\sum_{ij}\mathrm{Cov}(p_i,p_j)=\frac1v\sum_j\mathrm{Cov}(p_0,p_j).
$$

The last step uses translation symmetry: each of the $N$ values of $i$ gives the same sum. If correlations die out over a finite distance, the sum converges, and the susceptibility no longer depends on the size of the supercell once the supercell is much larger than that distance. The variance of $P^0$ itself falls as $1/V$, and the prefactor $V$ compensates for this.

A ring of anharmonic cells tests the statement. Its energy is

$$
U=\sum_i\Big(\tfrac12ku_i^2+\tfrac14bu_i^4-Ju_iu_{i+1}\Big),
$$

with $k=6$ and $J=2\ \mathrm{eV/Å^2}$, $b=40\ \mathrm{eV/Å^4}$, $p_i=5e\,u_i$ and $v=120\ \mathrm{Å^3}$. Write $w(u)=\frac12ku^2+\frac14bu^4$. The Boltzmann factor is a product of kernels

$$
M(u,u')=\exp\{-\beta[\tfrac12w(u)+\tfrac12w(u')-Juu']\},
$$

because each site energy is shared equally between its two bonds. Integrating over all coordinates multiplies the kernels around the ring. With $D$ denoting multiplication by $u$,

$$
\langle u_0u_j\rangle=\frac{\mathrm{Tr}(DM^jDM^{N-j})}{\mathrm{Tr}\,M^N}.
$$

At 300 K the ionic susceptibility for 2, 4, 8, 16 and 32 cells is 14.16, 14.67, 14.73, 14.73 and 14.73. Each value also agrees with the field derivative of the mean polarization. Keeping only the terms with $i=j$ gives 7.25 for the 32-cell ring, about half the correct result. Local dipole variances alone therefore do not determine the response of coupled cells.

This ring has short-range coupling. In a three-dimensional polar crystal dipoles also interact at long range, and the fluctuation of the total dipole then depends on the electrical boundary condition.

At zero macroscopic field, the covariance of the cell polarization gives the ionic susceptibility tensor for classical nuclei, and with short-range coupling the result converges as the supercell grows. Still to be treated are open-circuit boundaries, averages over both wells, quantum nuclei, errors of learned potentials and the sampling time needed.
